# Diffusivity of a Particle on a Chain with Alternating Hop Rates: a program that tests the result

```python
"""Diffusion on a chain whose bonds have alternating symmetric hop rates.

Result under test: D = 2 a^2 g1 g2 / (g1 + g2), with <x^2> -> 2 D t.
a      : site spacing (nm)
g1, g2 : hop rate across a bond in one given direction (1/s)
A site : bond g1 on its right, g2 on its left; B site: the reverse
sigma  : +1 on A sites, -1 on B sites
x      : displacement from the starting site (nm)
The averages come from the master equation of a long finite chain,
and, separately, D comes from the steady current through a membrane.
"""
import numpy as np
from scipy.linalg import expm

HALF_LENGTH = 80
SITES = np.arange(-HALF_LENGTH, HALF_LENGTH + 1)
SIGMA = np.where(SITES % 2 == 0, 1.0, -1.0)


def diffusivity(a, g1, g2):
    return 2 * a**2 * g1 * g2 / (g1 + g2)


def generator(g1, g2):
    """Rate matrix of the finite chain with closed ends."""
    size = len(SITES)
    rates = np.zeros((size, size))
    for i in range(size - 1):
        g = g1 if SITES[i] % 2 == 0 else g2
        rates[i, i + 1] += g
        rates[i + 1, i] += g
        rates[i, i] -= g
        rates[i + 1, i + 1] -= g
    return rates


def chain_averages(a, g1, g2, t, start):
    """<x^2>, <x>, <sigma x>, <sigma> for a start on site 0 (A) or 1 (B)."""
    p = expm(generator(g1, g2) * t)[:, HALF_LENGTH + start]
    assert abs(p.sum() - 1) < 1e-10
    # the closed ends must not be felt
    assert max(abs(p[0]), abs(p[-1])) < 1e-12
    x = a * (SITES - start)
    return np.array([p @ x**2, p @ x, p @ (SIGMA * x), p @ SIGMA])


def formula_averages(a, g1, g2, t, start):
    total, diff = g1 + g2, g1 - g2
    sign = 1 if start == 0 else -1
    decay = np.exp(-2 * total * t)
    shift = a * diff / (2 * total) * (1 - decay)
    square = (2 * diffusivity(a, g1, g2) * t
              + a**2 * diff**2 / (2 * total**2) * (1 - decay))
    return np.array([square, sign * shift, -shift, sign * decay])


def membrane(a, g1, g2, pairs=6):
    """Steady state with end occupations 1 and 0: D by Fick's law, profile."""
    bonds = np.array([g1, g2] * pairs, dtype=float)
    n = len(bonds)
    matrix = np.zeros((n + 1, n + 1))
    source = np.zeros(n + 1)
    matrix[0, 0] = matrix[n, n] = 1.0
    source[0] = 1.0
    for i in range(1, n):
        matrix[i, i - 1] = bonds[i - 1]
        matrix[i, i + 1] = bonds[i]
        matrix[i, i] = -bonds[i - 1] - bonds[i]
    p = np.linalg.solve(matrix, source)
    currents = bonds * (p[:-1] - p[1:])
    assert np.allclose(currents, currents[0], rtol=1e-9)
    gradient = (p[0] - p[-1]) / a / (n * a)
    return currents[0] / gradient, p


a, g1, g2 = 0.30, 9.0e4, 1.0e4
total = g1 + g2

# Time-dependent averages against the closed forms, both starting sites
for r1, r2 in [(g1, g2), (g2, g1), (5e4, 5e4), (7e4, 3e4), (1e5, 0.0)]:
    for start in (0, 1):
        for scaled_time in (0.05, 0.5, 2.0, 20.0, 100.0):
            t = scaled_time / (r1 + r2)
            found = chain_averages(a, r1, r2, t, start)
            expected = formula_averages(a, r1, r2, t, start)
            assert np.allclose(found, expected, rtol=1e-8, atol=1e-10)

# Long-time slope of <x^2> taken from the chain alone
t_a, t_b = 0.5e-3, 1.0e-3
msd_a = chain_averages(a, g1, g2, t_a, 0)[0]
msd_b = chain_averages(a, g1, g2, t_b, 0)[0]
D_slope = (msd_b - msd_a) / (2 * (t_b - t_a))
D = diffusivity(a, g1, g2)
assert abs(D_slope / D - 1) < 1e-7

# Short-time value; the finite time leaves a relative error of order G t
t_short = 1e-8
D_short_chain = chain_averages(a, g1, g2, t_short, 0)[0] / (2 * t_short)
D_short = a**2 * total / 2
assert abs(D_short_chain / D_short - 1) < total * t_short

# Blocked bond: the particle stays within one pair
blocked = chain_averages(a, 1e5, 0.0, 1e-3, 0)[0]
assert abs(blocked - a**2 / 2) < 1e-9

# Steady permeation, also for other rate pairs
for r1, r2 in [(g1, g2), (5e4, 5e4), (7e4, 3e4), (1e6, 1e3)]:
    assert abs(membrane(a, r1, r2)[0] / diffusivity(a, r1, r2) - 1) < 1e-8
D_flux, profile = membrane(a, g1, g2)
drop_fast = profile[0] - profile[1]
drop_slow = profile[1] - profile[2]
share_slow = drop_slow / (drop_fast + drop_slow)
assert abs(share_slow - g1 / total) < 1e-9
D_fast_doubled = membrane(a, 2 * g1, g2)[0]
D_slow_doubled = membrane(a, g1, 2 * g2)[0]
assert D_slow_doubled > D_fast_doubled > D_flux

print(f"site spacing a = {a:.2f} nm")
print(f"fast rate g1 = {g1:.1e} 1/s")
print(f"slow rate g2 = {g2:.1e} 1/s")
print(f"escape rate G = g1 + g2 = {total:.1e} 1/s")
print(f"relaxation time 1/(2G) = {1e6 / (2 * total):.2f} microseconds")
print(f"D from formula = {D:.1f} nm^2/s")
print(f"D from formula = {D * 1e-14:.3e} cm^2/s")
print(f"D from long-time slope on the chain = {D_slope:.1f} nm^2/s")
print(f"D from steady membrane current = {D_flux:.1f} nm^2/s")
print(f"short-time value a^2 G/2 = {D_short:.1f} nm^2/s")
print(f"short-time value / D = {D_short / D:.3f}")
offset = a**2 * (g1 - g2)**2 / (2 * total**2)
print(f"long-time offset of <x^2> = {offset:.4f} nm^2")
mean_limit = chain_averages(a, g1, g2, 1e-3, 0)[1]
print(f"long-time mean displacement, start on A = {mean_limit:.4f} nm")
print("master equation, start on A:")
for micro in (1, 5, 20, 100, 1000):
    t = micro * 1e-6
    msd = chain_averages(a, g1, g2, t, 0)[0]
    print(f"  t = {micro} microseconds: <x^2> = {msd:.5f} nm^2, "
          f"<x^2>/(2t) = {msd / (2 * t):.1f} nm^2/s")
print(f"root mean square displacement at 1 ms = {np.sqrt(msd_b):.3f} nm")
print(f"share of occupation drop on slow bonds = {100 * share_slow:.1f} %")
print(f"share of occupation drop on fast bonds = "
      f"{100 * (1 - share_slow):.1f} %")
print(f"D with g1 doubled = {D_fast_doubled:.1f} nm^2/s")
print(f"D with g2 doubled = {D_slow_doubled:.1f} nm^2/s")
print(f"gain from doubling g1 = {100 * (D_fast_doubled / D - 1):.1f} %")
print(f"gain from doubling g2 = {100 * (D_slow_doubled / D - 1):.1f} %")
print(f"blocked bond (g2 = 0): <x^2> at 1 ms = {blocked:.4f} nm^2")
print("all good")
```

Running it gives:

```
site spacing a = 0.30 nm
fast rate g1 = 9.0e+04 1/s
slow rate g2 = 1.0e+04 1/s
escape rate G = g1 + g2 = 1.0e+05 1/s
relaxation time 1/(2G) = 5.00 microseconds
D from formula = 1620.0 nm^2/s
D from formula = 1.620e-11 cm^2/s
D from long-time slope on the chain = 1620.0 nm^2/s
D from steady membrane current = 1620.0 nm^2/s
short-time value a^2 G/2 = 4500.0 nm^2/s
short-time value / D = 2.778
long-time offset of <x^2> = 0.0288 nm^2
long-time mean displacement, start on A = 0.1200 nm
master equation, start on A:
  t = 1 microseconds: <x^2> = 0.00846 nm^2, <x^2>/(2t) = 4230.3 nm^2/s
  t = 5 microseconds: <x^2> = 0.03441 nm^2, <x^2>/(2t) = 3440.5 nm^2/s
  t = 20 microseconds: <x^2> = 0.09307 nm^2, <x^2>/(2t) = 2326.8 nm^2/s
  t = 100 microseconds: <x^2> = 0.35280 nm^2, <x^2>/(2t) = 1764.0 nm^2/s
  t = 1000 microseconds: <x^2> = 3.26880 nm^2, <x^2>/(2t) = 1634.4 nm^2/s
root mean square displacement at 1 ms = 1.808 nm
share of occupation drop on slow bonds = 90.0 %
share of occupation drop on fast bonds = 10.0 %
D with g1 doubled = 1705.3 nm^2/s
D with g2 doubled = 2945.5 nm^2/s
gain from doubling g1 = 5.3 %
gain from doubling g2 = 81.8 %
blocked bond (g2 = 0): <x^2> at 1 ms = 0.0450 nm^2
all good
```
